# Why Elliott-Yafet and Dyakonov-Perel Spin Lifetimes Scale Oppositely with Momentum Lifetime

## The result

Let $\tau_p$ be the momentum lifetime, the time in which the mean direction of motion of a group of electrons decays, and let $T$ be their spin lifetime, taken for in-plane spin in the first law below and for out-of-plane spin in the second. For the planar electron gas treated here,

$$
T_{\rm EY}=\frac{1-\kappa^2+\kappa^4}{\kappa^4}\,\tau_p,
\qquad
T_{\rm DP}\simeq\frac{1}{\Omega^2\tau_p}\quad(\Omega\tau_p\ll1).
$$

In the Elliott-Yafet (EY) mechanism the spin turns at collisions, by angles that depend on the band mixing $\kappa^2$ and the scattering angle but not on the time between collisions. In the Dyakonov-Perel (DP) mechanism it turns between collisions, at angular frequency $\Omega$, so a shorter flight means a smaller turn. More frequent collisions therefore shorten the first lifetime and lengthen the second.

The condition on the second law matters. When $\Omega\tau_p>1/2$ the out-of-plane DP spin oscillates, and its envelope lives for $2\tau_p$, which again grows with $\tau_p$. In-plane DP spin obeys other numbers: on average only half of $\Omega^2$ is perpendicular to it, so for $\Omega\tau_p\ll1$ it lives for about $2/(\Omega^2\tau_p)$.

Throughout, $\tau_p$ is varied through the density of impurities at fixed electron energy, so that $\kappa$ and $\Omega$ stay constant. Each mechanism is first taken alone, in its own crystal.

## The common part: collisions

The electrons move on a circular Fermi line in the $xy$ plane, with direction $\hat{\mathbf k}=(\cos\varphi,\sin\varphi,0)$. They scatter elastically from dilute, weak, short-range impurities whose potential acts on neither spin nor orbital type. Collisions are independent events, and interference between them is neglected.

For a crystal with inversion symmetry, take the two-band model

$$
H=\hbar v\,\tau_x\,\boldsymbol\sigma\cdot\mathbf k+\Delta\,\tau_z ,
$$

where $\boldsymbol\sigma$ acts on spin and the matrices $\tau_x,\tau_z$ act on two orbitals of opposite parity. Write $\sigma_k=\boldsymbol\sigma\cdot\hat{\mathbf k}$ and let the two orbital components of a state be the spinors $\xi$ and $\eta$. The second row of $H\psi=E\psi$ reads

$$
\hbar vk\,\sigma_k\xi-\Delta\eta=E\eta
\quad\Rightarrow\quad
\eta=\kappa\,\sigma_k\xi,\qquad \kappa=\frac{\hbar vk}{E+\Delta}.
$$

Putting this into the first row and using $\sigma_k^2=1$ gives $E^2=\Delta^2+(\hbar vk)^2$, whence

$$
\kappa^2=\frac{E^2-\Delta^2}{(E+\Delta)^2}=\frac{E-\Delta}{E+\Delta}.
$$

The spinor $\xi$ is free, so every $\mathbf k$ carries two degenerate states and there is no precession between collisions. The normalized state is $u=(\xi,\kappa\sigma_k\xi)/\sqrt{1+\kappa^2}$. If $\xi$ is spin up, then $\sigma_k\xi$ is spin down, so the "up" state contains opposite spin with weight $b^2=\kappa^2/(1+\kappa^2)$.

Now let a collision change $\varphi$ to $\varphi'=\varphi+\theta$. The impurity matrix element is proportional to the overlap of the two states, which as a matrix in $\xi$ is

$$
\frac{1+\kappa^2\sigma_{k'}\sigma_k}{1+\kappa^2},
\qquad
\sigma_{k'}\sigma_k=\hat{\mathbf k}'\cdot\hat{\mathbf k}+i\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})
=\cos\theta-i\sigma_z\sin\theta=e^{-i\theta\sigma_z}.
$$

The minus sign comes from $\hat{\mathbf k}'\times\hat{\mathbf k}=-\hat{\mathbf z}\sin\theta$. The overlap is therefore diagonal, with entries proportional to $f$ and $f^*$, where

$$
f=1+\kappa^2e^{-i\theta}=|f|\,e^{-i\chi/2},\qquad
|f|^2=1+\kappa^4+2\kappa^2\cos\theta .
$$

Up to the factor $|f|$, this matrix is $e^{-i\chi\sigma_z/2}$, a rotation of the spin by $\chi$ about $z$. The probability of scattering depends on $|f|^2$ alone and hence not on the spin.

In lowest order in the impurity potential, the rate of scattering into $d\theta$ is $w|f|^2d\theta/2\pi$, with $w$ proportional to the impurity density. Let $\langle\cdot\rangle$ denote the plain average over $\theta$. The mean free time $\tau$ follows from the total rate:

$$
\frac1\tau=w\langle|f|^2\rangle=w(1+\kappa^4).
$$

A collision multiplies $e^{i\varphi}$ by $e^{i\theta}$. The sine part averages to zero because $|f|^2$ is even in $\theta$, so the mean direction decays at the rate

$$
\frac1{\tau_p}=w\langle|f|^2(1-\cos\theta)\rangle=w(1+\kappa^4-\kappa^2),
\qquad
\frac{\tau}{\tau_p}=\frac{1-\kappa^2+\kappa^4}{1+\kappa^4}.
$$

Scattering favours forward angles, so momentum survives longer than one free flight.

## The Elliott-Yafet contribution alone

Rotations about $z$ leave $s_z$ unchanged in this planar model, so the EY lifetime is that of in-plane spin. Put $s=s_x+is_y$. One collision takes $s$ to $e^{i\chi}s$. Since $|f|^2e^{i\chi}=(f^*)^2$, the mean factor per collision is

$$
\frac{\langle(f^*)^2\rangle}{\langle|f|^2\rangle}
=\frac{\langle1+2\kappa^2e^{i\theta}+\kappa^4e^{2i\theta}\rangle}{1+\kappa^4}
=\frac1{1+\kappa^4}.
$$

This can also be read as a flip probability. For a spin along $+x$, the amplitude to leave along $-x$ is proportional to $(f-f^*)/2$, whose squared modulus is $\kappa^4\sin^2\theta$. The mean flip probability is thus

$$
p=\frac{\kappa^4}{2(1+\kappa^4)},
$$

and the factor above equals $1-2p$: a flip changes the polarization by two units, from $+1$ to $-1$.

The number $n$ of collisions in time $t$ follows a Poisson distribution with mean $t/\tau$. The surviving polarization is

$$
\sum_n e^{-t/\tau}\frac{(t/\tau)^n}{n!}(1-2p)^n=e^{-2pt/\tau}
\quad\Rightarrow\quad
T_{\rm EY}=\frac{\tau}{2p}=\frac{1+\kappa^4}{\kappa^4}\,\tau .
$$

Replacing $\tau$ by $\tau_p$ through their ratio gives the EY law stated at the start. For weak mixing it becomes $T_{\rm EY}\simeq\tau_p/\kappa^4$.

The spin followed here belongs to the label $\xi$. The true spin of the second orbital component involves $\sigma_k\boldsymbol\sigma\sigma_k=2\hat{\mathbf k}\,\sigma_k-\boldsymbol\sigma$, whose in-plane part averages to zero over directions. When the label spin is the same for all directions, as assumed here, the true in-plane spin of the group is therefore $1/(1+\kappa^2)$ times the label spin, and it decays at the same rate. A label spin that depends on direction as $e^{2i\varphi}$ also carries true spin. Its mean factor per collision is $\langle(f^*)^2e^{-2i\theta}\rangle/\langle|f|^2\rangle=\kappa^4/(1+\kappa^4)$, so it decays at the rate $w$, faster than $1/T_{\rm EY}=w\kappa^4$, and leaves the long-time lifetime unchanged.

The rate scales as $\kappa^4$ and not as the admixture $b^2\simeq\kappa^2$. The opposite spin sits in the other orbital, and an impurity that does not connect the orbitals cannot use it to first order. An impurity potential with a part proportional to $\tau_x$ would add the amplitude $\kappa(\sigma_k+\sigma_{k'})/(1+\kappa^2)$, which is of first order in $\kappa$ and can flip the spin. The coefficient of the EY law thus depends on the scatterer. The proportionality to $\tau_p$ needs less: a flip probability per collision that does not depend on the impurity density.

## The Dyakonov-Perel contribution alone

Without inversion symmetry the two states at each $\mathbf k$ may split. Take the Rashba form

$$
H_R=\frac\hbar2\,\boldsymbol\Omega\cdot\boldsymbol\sigma,
\qquad \boldsymbol\Omega=\Omega(\sin\varphi,-\cos\varphi,0),
$$

with $\hbar\Omega$ small compared with the kinetic energy, so that the orbits are unaffected. To isolate this contribution, collisions keep the angular law $|f|^2$ but now conserve spin.

Between collisions $\dot{\mathbf s}=\boldsymbol\Omega\times\mathbf s$. In components,

$$
\dot s_z=\Omega_xs_y-\Omega_ys_x=\Omega(\sin\varphi\,s_y+\cos\varphi\,s_x)=\Omega\,\mathbf s\cdot\hat{\mathbf k},
\qquad
(\dot s_x,\dot s_y)=-\Omega s_z(\cos\varphi,\sin\varphi).
$$

A spin along $+z$ thus tips backwards, against its own direction of motion. If all spins start along $z$, the mean spin of the electrons moving in direction $\varphi$ keeps the form $Z(t)\hat{\mathbf z}+a(t)\hat{\mathbf k}$.

Collisions do not change $Z$, which is the same for all directions. They mix the vectors $a\hat{\mathbf k}$ of different directions, and the average of $\hat{\mathbf k}(\varphi-\theta)$ over the scattering law leaves $\hat{\mathbf k}(\varphi)$ times the mean cosine. So $a$ decays at the same rate as the mean direction, $1/\tau_p$:

$$
\dot Z=\Omega a,\qquad \dot a=-\Omega Z-\frac a{\tau_p}.
$$

Inserting $a=\dot Z/\Omega$ into the second equation and multiplying by $\Omega$ gives a damped oscillator,

$$
\ddot Z+\frac{\dot Z}{\tau_p}+\Omega^2Z=0 .
$$

The trial solution $e^{-\lambda t}$ requires $\lambda^2-\lambda/\tau_p+\Omega^2=0$, so that

$$
\lambda_\pm=\frac{1\pm\sqrt{1-4\Omega^2\tau_p^2}}{2\tau_p}.
$$

For $\Omega\tau_p<1/2$ both rates are real, and the slower one sets the lifetime. Because $\lambda_+\lambda_-=\Omega^2$,

$$
T_{\rm DP}=\frac1{\lambda_-}=\frac{\lambda_+}{\Omega^2}
=\frac{1+\sqrt{1-4\Omega^2\tau_p^2}}{2\Omega^2\tau_p}
\simeq\frac{1}{\Omega^2\tau_p}\left(1-\Omega^2\tau_p^2\right).
$$

The leading term is the inverse law. In this regime $a$ is held at about $-\Omega\tau_pZ$, the tilt built up in one momentum lifetime, and $\dot Z=\Omega a$ then drains $Z$ at the rate $\Omega^2\tau_p$.

## Weighing the two

Both mechanisms are random walks of the spin direction with $t/\tau$ steps. A small random turn about an axis perpendicular to the spin, of mean square $\langle\alpha^2\rangle$, reduces its mean component by $\langle\alpha^2\rangle/2$.

For EY, $\langle\alpha^2\rangle$ is the mean square of $\chi$, weighted with the scattering law. It is the same number for every impurity density. For DP, flight times are exponentially distributed, so

$$
\langle\alpha^2\rangle=\Omega^2\int_0^\infty t^2e^{-t/\tau}\frac{dt}\tau=2\Omega^2\tau^2 .
$$

Double the collision rate. EY then makes twice as many steps of the same size, and its relaxation rate doubles. DP also makes twice as many steps, but each mean square falls to a quarter, and its rate halves.

Independent DP steps would give the rate $\Omega^2\tau$. They are not independent, because forward scattering leaves the precession axis partly aligned with the previous one. With $c=1-\tau/\tau_p$ the mean cosine per collision, axes $n$ collisions apart have mean scalar product $c^n$. Adding the cross terms, the mean square per step becomes

$$
2\Omega^2\tau^2+2\Omega^2\tau^2\sum_{n\ge1}c^n=\frac{2\Omega^2\tau^2}{1-c}=2\Omega^2\tau\tau_p .
$$

Half of this, divided by $\tau$, is $\Omega^2\tau_p$, as found from the kinetic equations.

## When collisions are rare

For $\Omega\tau_p>1/2$ the roots $\lambda_\pm$ are complex. With $\nu^2=\Omega^2-1/(4\tau_p^2)$ and the initial conditions $Z(0)=1$ and $\dot Z(0)=\Omega a(0)=0$,

$$
Z(t)=e^{-t/2\tau_p}\left[\cos\nu t+\frac{\sin\nu t}{2\nu\tau_p}\right].
$$

Its derivative is $-(\Omega^2/\nu)e^{-t/2\tau_p}\sin\nu t$, so the extrema lie at $\nu t=n\pi$, where $|Z|=e^{-t/2\tau_p}$. The envelope lifetime is $2\tau_p$.

The factor two has a simple origin when $\Omega\tau_p\gg1$. The kinetic equations give

$$
\frac{d}{dt}(Z^2+a^2)=-\frac{2a^2}{\tau_p}.
$$

Over a period $a^2$ is on average half of $Z^2+a^2$, so this sum decays at the rate $1/\tau_p$ and the amplitude at half that rate. The spin is exposed to collisions only while it is tipped into the plane.

A collision now finds the spins already turned far, and it scrambles directions that free precession would have brought back together. At fixed $\Omega$, the DP lifetime, defined by the slowest decay rate or by the envelope, thus falls as $\tau_p$ grows, reaches $1/\Omega$ at $\Omega\tau_p=1/2$, and then rises. The definition matters. Integrating the oscillator equation from $0$ to $\infty$ with $Z(0)=1$ and $\dot Z(0)=0$ gives $\int_0^\infty Z\,dt=1/(\Omega^2\tau_p)$ for every $\Omega\tau_p$, so a steady-state measurement of $s_z$ keeps following the inverse law. A lifetime growing with $\tau_p$ does not by itself identify EY; in this model the oscillation of $s_z$ marks the DP case, provided it is strong enough to be seen. The first minimum of $Z$ is $-e^{-\pi/(2\nu\tau_p)}$, which is $-0.44$ at $\Omega\tau_p=2$ but only $-0.009$ at $\Omega\tau_p=0.6$.

For in-plane DP spin the test is weaker. Of a spin along $x$, the part along $\boldsymbol\Omega$ does not precess. It equals $\tfrac12\hat{\mathbf x}-\tfrac12(\cos2\varphi,\sin2\varphi,0)$; collisions keep the first term and remove the second at the rate $w\langle|f|^2(1-\cos2\theta)\rangle=1/\tau$. Projected back on $\boldsymbol\Omega$, this is a decay at the rate $1/(2\tau)$ when $\Omega\tau_p\gg1$. About half of the in-plane spin therefore decays without oscillating, with a lifetime $2\tau$ proportional to $\tau_p$.

## Simulation of scattering electrons

The Monte Carlo calculation follows 20000 electrons. Each flight time is drawn from an exponential distribution with mean $\tau$, and each scattering angle from $|f|^2$. In a DP run the spin precesses during the flight; in an EY run it turns by $\chi$ at the collision. The lifetimes in the table come from straight-line fits to the logarithm of the mean spin, and the uncertainties are one standard error.

The model parameters are $E=1.5\Delta$ and $\Omega=1$ rad/ps, a splitting $\hbar\Omega$ of 0.658 meV. Then

$$
\kappa^2=\frac{0.5}{2.5}=0.2,\qquad
\frac\tau{\tau_p}=\frac{0.84}{1.04}=0.808,\qquad
\frac{T_{\rm EY}}{\tau_p}=\frac{0.84}{0.04}=21 .
$$

The flip probability is $p=0.04/2.08=0.0192$ per collision.

| $\tau_p$ (ps) | EY simulated (ps) | EY theory (ps) | DP simulated (ps) | DP theory (ps) |
|---|---|---|---|---|
| 0.05 | 1.06 ± 0.01 | 1.05 | 20.0 ± 0.3 | 19.95 |
| 0.10 | 2.17 ± 0.04 | 2.10 | 10.0 ± 0.1 | 9.90 |
| 0.20 | 4.14 ± 0.05 | 4.20 | 4.82 ± 0.07 | 4.79 |

All six lifetimes pass the test of agreeing with theory within five standard errors; the largest deviation is below two. Between the end points, the fitted power of $\tau_p$ is $0.98\pm0.01$ for EY and $-1.03\pm0.01$ for DP.

The EY power follows from the setup, since changing $\tau$ at fixed $\chi$ merely rescales the clock. The informative EY result is the coefficient 21. The DP theory itself gives $-1.029$ over this range, because the lifetime at $\tau_p=0.2$ ps lies about 4% below the limiting value of 5 ps, as the correction $\Omega^2\tau_p^2=0.04$ predicts.

The step sizes show the cause. The root-mean-square EY turn is 0.279 rad per collision at every $\tau_p$, and $0.279^2/2=0.039$ agrees with $2p=0.038$ to the accuracy of the small-angle estimate. The DP turn per flight is 0.057, 0.114 and 0.228 rad for the three values of $\tau_p$, in proportion to the flight time.

The simulation also separates $\tau_p$ from $\tau$. Using the mean free time in the DP formula at $\tau_p=0.05$ ps would give 24.7 ps, which the simulated $20.0\pm0.3$ ps excludes.

The two limiting laws give equal lifetimes when $21\tau_p=1/(\Omega^2\tau_p)$, that is at $\tau_p=1/(\Omega\sqrt{21})=0.218$ ps, with $T=4.58$ ps. This compares in-plane spin in one crystal with out-of-plane spin in another; it is not a crossover within a single sample.

With rare collisions, at $\tau_p=2$ ps, the simulated $s_z$ reaches $-0.444$ after half a period and returns to $0.197$ after a full one, as the oscillator solution gives. The envelope lifetime, computed from the value after the full period, is $4.00\pm0.06$ ps, and for $\tau_p=4$ ps it is $8.01\pm0.09$ ps. Doubling the momentum lifetime has doubled a DP lifetime. The complete set of values is in the numerical output.

## Limits of the two laws

If $\tau_p$ is changed through temperature or electron density instead of impurity density, $\kappa$ and $\Omega$ may change with it, and the measured power of $\tau_p$ need be neither $+1$ nor $-1$. The envelope $2\tau_p$ assumes one value of $\Omega$ for all electrons; a thermal spread $\delta\Omega$ limits the envelope to a time of order $1/\delta\Omega$, and it then stops growing with $\tau_p$. Electron-electron collisions are absent from the model; they randomize the direction of each electron and so shorten the time that enters the DP law, without lowering the mobility in the same way. A crystal without inversion symmetry can also have spin turns at its collisions. Both mechanisms then act on the same spin, a case not simulated here.

## Computed results

```
Fermi energy / band-edge energy = 1.50
band mixing kappa^2 = 0.2000; opposite-spin weight b^2 = 0.1667
mean flip probability per collision (x spin) = 0.01923
mean free time / momentum lifetime = 0.8077
EY theory: T/tau_p = 21.000
EY rms turn per collision = 0.2787 rad
Omega = 1.00 rad/ps; splitting hbar*Omega = 0.6582 meV
electrons per run = 20000
momentum lifetime, set 0.1 ps: MC = 0.1009 +- 0.0013 ps
EY tau_p = 0.05 ps: T MC = 1.062 +- 0.014 ps, theory = 1.050 ps
EY tau_p = 0.10 ps: T MC = 2.173 +- 0.043 ps, theory = 2.100 ps
EY tau_p = 0.20 ps: T MC = 4.140 +- 0.047 ps, theory = 4.200 ps
EY exponent of T in tau_p: MC = 0.981 +- 0.013, theory = 1.000
DP tau_p = 0.05 ps: T MC = 20.038 +- 0.267 ps, theory = 19.950 ps, 1/(Omega^2 tau_p) = 20.00 ps
DP tau_p = 0.10 ps: T MC = 10.001 +- 0.128 ps, theory = 9.899 ps, 1/(Omega^2 tau_p) = 10.00 ps
DP tau_p = 0.20 ps: T MC = 4.824 +- 0.065 ps, theory = 4.791 ps, 1/(Omega^2 tau_p) = 5.00 ps
DP exponent of T in tau_p: MC = -1.027 +- 0.014, theory = -1.029
DP at tau_p = 0.05 ps if mean free time were used: T = 24.72 ps (rejected)
DP rms turn per flight, tau_p = 0.05 ps: 0.0571 rad
DP rms turn per flight, tau_p = 0.10 ps: 0.1142 rad
DP rms turn per flight, tau_p = 0.20 ps: 0.2284 rad
limiting laws give equal T at tau_p = 0.2182 ps, T = 4.583 ps
DP tau_p = 2.0 ps: Omega*tau_p = 2.0, nu = 0.9682 rad/ps
  t = 1.622 ps: Sz MC = 0.1695 +- 0.0021, theory = 0.1721
  t = 3.245 ps: Sz MC = -0.4443 +- 0.0042, theory = -0.4443
  t = 6.489 ps: Sz MC = 0.1973 +- 0.0043, theory = 0.1974
  envelope lifetime MC = 4.00 +- 0.06 ps, theory = 4.00 ps
DP tau_p = 4.0 ps: Omega*tau_p = 4.0, nu = 0.9922 rad/ps
  t = 1.583 ps: Sz MC = 0.1051 +- 0.0016, theory = 0.1034
  t = 3.166 ps: Sz MC = -0.6713 +- 0.0036, theory = -0.6731
  t = 6.333 ps: Sz MC = 0.4536 +- 0.0042, theory = 0.4531
  envelope lifetime MC = 8.01 +- 0.09 ps, theory = 8.00 ps
```
